# Core-cutoff sensitivity of the critical thickness at large misfit

## Definitions and conventions

A film of thickness $h$ lies on a thick substrate. The depth $y$ is measured downward from the flat free surface, so the film fills $0<y<h$. Both materials are isotropic, with the same shear modulus $\mu$ and Poisson ratio $\nu$. The unstrained film lattice is larger than that of the substrate. The difference, expressed as a fraction $f$ of the film's own unstrained spacing, is the misfit; it is the same in both in-plane directions $x$ and $z$. A coherent film is therefore compressed, with elastic strains $\varepsilon_{xx}=\varepsilon_{zz}=-f$. Since the surface is free, $\sigma_{yy}=0$, and Hooke's law gives a biaxial compressive stress of magnitude

$$\sigma=\frac{2\mu(1+\nu)}{1-\nu}\,f .$$

The defect considered is one straight edge dislocation along $z$, at the interface, with Burgers vector of length $b$ along $x$. Let $G$ be the energy change per unit length when it is introduced. The equilibrium critical thickness is the thickness at which $G$ passes from positive to negative as the film thickens. This concerns the first, isolated dislocation; barriers to its formation are not included.

Linear elasticity gives a stress that diverges at the dislocation line. The work integral is therefore stopped at a distance $r_0$ from the line, the core cutoff. The quantity sought is

$$S=\left(\frac{\partial\ln h}{\partial\ln r_0}\right)_f ,$$

taken at fixed elastic constants and $b$. A small relative error $\delta$ in $r_0$ causes a relative error $S\delta$ in the critical thickness.

## The dislocation field below a free surface

In plane strain the stresses follow from an Airy function $\chi$ by $\sigma_{xx}=\partial_y^2\chi$, $\sigma_{yy}=\partial_x^2\chi$, $\sigma_{xy}=-\partial_x\partial_y\chi$, with $\nabla^4\chi=0$ away from the core. In an infinite body, with $X,Y$ measured from the line and $R^2=X^2+Y^2$, take $\chi=-DY\ln R$. Then

$$\sigma_{xx}=-D\,\frac{Y(3X^2+Y^2)}{R^4},\qquad \sigma_{yy}=D\,\frac{Y(X^2-Y^2)}{R^4}.$$

The constant $D$ is fixed by comparing the elongations of two horizontal lines, one on each side of the core. Both $\int X^2R^{-4}dX$ and $\int Y^2R^{-4}dX$ equal $\pi/(2|Y|)$. Hence $\int\sigma_{xx}dX=-2\pi D\,\mathrm{sgn}\,Y$ and $\int\sigma_{yy}dX=0$. With $\varepsilon_{xx}=[(1-\nu)\sigma_{xx}-\nu\sigma_{yy}]/(2\mu)$, the elongations differ by $2\pi(1-\nu)D/\mu$. The short vertical segments joining the lines at infinity contribute nothing, because displacement gradients decay as $1/R$. The difference is $b$, so

$$D=\frac{\mu b}{2\pi(1-\nu)} .$$

Now place the line at $(0,h)$ and its image at $(0,-h)$, with distances $r_1$ and $r_2$ from them. The half-space solution is

$$\chi=-D\left[(y-h)\ln\frac{r_1}{r_2}-\frac{2hy(y+h)}{r_2^2}\right].$$

Each term is a harmonic function times a polynomial of first degree in $y$, hence biharmonic. At $y=0$ we have $r_1=r_2=r$, so $\chi=0$ along the surface and $\sigma_{yy}=0$. The $y$ derivative of the bracket there is $2h^2/r^2$ from the logarithm and $-2h^2/r^2$ from the last term. These cancel, so $\sigma_{xy}=0$ too. The terms added to the infinite-body field are singular at the image, outside the material, and leave the Burgers vector unchanged.

## Energy cost and energy gain

Imagine a vertical cut from the surface to the interface. A strip of film of width $b$ is removed and the faces are joined. On the cut, $x=0$ and

$$\chi(0,y)=-D\left[(y-h)\ln\frac{h-y}{h+y}-2h+\frac{2h^2}{y+h}\right].$$

The first derivative of the logarithmic term is $\ln[(h-y)/(h+y)]+2h/(y+h)$. Differentiating once more, and twice for the last term, gives

$$\sigma_{xx}=D\left[\frac1{h-y}+\frac1{h+y}+\frac{2h}{(y+h)^2}-\frac{4h^2}{(y+h)^3}\right].$$

Integrate from $0$ to $h-r_0$ and write $z=h/r_0$ from here on. The two logarithms combine into $\ln(2z-1)$. The third term gives $2-2z/(2z-1)$ and the fourth gives $2z^2/(2z-1)^2-2$. Thus $\int\sigma_{xx}dy=D\Lambda(z)$, where

$$\Lambda(z)=\ln(2z-1)-\frac{2z}{2z-1}+\frac{2z^2}{(2z-1)^2}.$$

While the faces are brought together, the dislocation's own stress grows linearly from zero. Its work is half the final traction times $b$:

$$E_d=A\Lambda,\qquad A=\frac{bD}{2}=\frac{\mu b^2}{4\pi(1-\nu)} .$$

For $z\gg1$ the last two terms of $\Lambda$ tend to $-1+\tfrac12$, and

$$\Lambda\to\ln\frac{2h}{r_0}-\frac12=\ln\frac h\rho,\qquad \rho=\frac{\sqrt e}{2}\,r_0 .$$

The effective cutoff $\rho$ is a fixed multiple of $r_0$, so $d\ln\rho=d\ln r_0$. Two core contributions are missing: the work of tractions on the small tube around the line, and the energy inside the tube. For a thick film each is a constant. The tube work is not small: for this vertical cut it is $A(3-2\nu)/[4(1-\nu)]$, or $0.86A$ at $\nu=0.3$. A constant $Ac$ added to the energy replaces $\rho$ by $\rho e^{-c}$. Uncertainty in the core energy is thus equivalent to uncertainty in the cutoff. The numbers below omit both constants, so $r_0$ there is a lumped parameter rather than a tube radius; adding the tube work alone at the same $r_0$ would multiply $\rho$ by $0.42$.

The misfit stress is present at full strength throughout the cutting and joining, so its work carries no factor of one half. It is compressive, and the faces move together, so the energy falls by $\sigma bh$. This work is finite at the core and needs no cutoff. A part of it, of order $\sigma br_0$, is nevertheless done within the core region, and taking that part at its linear-elastic value is an assumption of the model.

The same gain follows without a cut, from the cross term in the elastic energy: the dislocation stress times the misfit elastic strain. Using $\int\ln(r_1/r_2)dx=\pi(|y-h|-y-h)=-2\pi y$ inside the film, and $\int(y+h)r_2^{-2}dx=\pi$, one finds

$$\int\chi\,dx=2\pi Dy^2,\qquad \int\sigma_{xx}dx=4\pi D=\frac{2\mu b}{1-\nu}.$$

The integral of $\sigma_{yy}=\partial_x^2\chi$ over $x$ vanishes, so the normal misfit strain does not contribute. Since $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$, the cross term is

$$-f(1+\nu)\,\frac{2\mu b}{1-\nu}\,h=-\sigma bh .$$

## Two roots, one critical thickness

In the logarithmic approximation,

$$G=A\ln\frac h\rho-\sigma bh .$$

Setting $G=0$ and dividing by $\sigma b$ gives

$$h=L\ln\frac h\rho,\qquad L=\frac{A}{\sigma b}=\frac{b}{8\pi(1+\nu)f}.$$

The shear modulus has cancelled: it scales the cost and the gain alike.

This equation can have two roots. The ratio $\ln(h/\rho)/h$ has derivative $[1-\ln(h/\rho)]/h^2$, so it rises up to $h=e\rho$ and falls beyond. Only the upper root, $h>e\rho$, is a critical thickness in the sense defined above, because there $G$ turns from positive to negative on thickening. Below the lower root $G$ is negative again, since the logarithm makes the dislocation energy vanish at $h=\rho$. That is an artefact of using a far-field formula within the core region.

## The sensitivity

Differentiate $h=L\ln(h/\rho)$ at fixed $L$:

$$dh=L\left(\frac{dh}{h}-\frac{d\rho}{\rho}\right).$$

Divide by $h$ and collect the terms in $d\ln h$:

$$\left(1-\frac Lh\right)d\ln h=-\frac Lh\,d\ln\rho .$$

Since $L/h=1/\ln(h/\rho)$ and $d\ln\rho=d\ln r_0$,

$$\boxed{S=-\frac{1}{\ln(h/\rho)-1}}$$

The sign is negative because a larger cutoff discards more of the dislocation energy, making the dislocation cheaper. The size has two sources. At fixed thickness inside the logarithm, a relative change $\delta$ of the cutoff would change $h$ by $-\delta/\ln(h/\rho)$. But a smaller $h$ lowers the logarithm further, which lowers $h$ again. Each round multiplies the change by $1/\ln(h/\rho)$, and the geometric series sums to the factor $1/[1-1/\ln(h/\rho)]$. When the logarithm falls to one, this feedback no longer converges.

The sensitivity therefore diverges at $h=e\rho$, before the thickness reaches the effective cutoff. Reliability is already lost at several cutoff lengths.

The response to misfit contains the same factor. At fixed $\rho$, $(1-L/h)\,d\ln h=d\ln L=-d\ln f$, so

$$\frac{\partial\ln h}{\partial\ln f}=-\frac{\ln(h/\rho)}{\ln(h/\rho)-1}=-1+S .$$

As the film thickens this exponent approaches $-1$, but only logarithmically; near the divergence $h$ falls much faster with increasing misfit.

## The largest misfit with a solution

Let $u=\ln(h/\rho)-1$, so that $S=-1/u$ and $h=\rho e^{1+u}$. Then

$$L=\frac{h}{1+u}=e\rho\,\frac{e^u}{1+u}.$$

The smallest possible $L$ is $e\rho$, at $u=0$. Because $f\propto1/L$, there is a largest misfit,

$$f_{\max}=\frac{b}{8\pi(1+\nu)e\rho},\qquad \frac{f}{f_{\max}}=(1+u)e^{-u}.$$

For small $u$ the right side is $1-u^2/2+\dots$, so to leading order near this point, where the two roots merge,

$$S\simeq-\frac{1}{\sqrt{2(1-f/f_{\max})}} .$$

Above $f_{\max}$ there is no root. The maximum of $G$ over thickness lies at $h=L$ and equals $A[\ln(L/\rho)-1]$, which is negative when $L<e\rho$. Read literally, a dislocation is then favourable at every thickness above $\rho$. This does not show that no coherent film can exist; the formula has been carried to a thickness where its dislocation energy is not trustworthy.

In the opposite limit, $f\ll f_{\max}$, $|S|$ decreases only logarithmically. To reach $|S|=0.1$ one needs $u=10$, or $h=e^{11}\rho\approx6\times10^4\rho$. Small misfit makes the cutoff less important, but slowly.

## Numbers for a model film

Take the round values $b=0.4$ nm, $\nu=0.3$ and $r_0=b/4=0.1$ nm, which give $\rho=0.0824$ nm. They describe no particular material. At $f=1\%$,

$$L=\frac{0.4\ \text{nm}}{8\pi\times1.3\times0.01}=1.224\ \text{nm}.$$

The upper root is $h=5.03$ nm. Indeed $h/\rho=61.1$, whose logarithm is $4.11$, and $1.224\times4.11=5.03$. The sensitivity is $S=-1/3.11=-0.32$. The same steps at other misfits give:

| $f$ (%) | $h$ (nm) | $h/\rho$ | $S$ |
|---|---|---|---|
| 0.5 | 12.2 | 149 | −0.25 |
| 1 | 5.03 | 61.1 | −0.32 |
| 2 | 1.93 | 23.4 | −0.46 |
| 3 | 1.03 | 12.5 | −0.66 |
| 4 | 0.615 | 7.5 | −0.99 |
| 5 | 0.363 | 4.4 | −2.07 |

At all six misfits, numerical differentiation of the computed roots was tested against the formulas for both derivatives and agreed. The numerical output gives further digits.

The condition $|S|=1$ means $u=1$, hence $h=e^2\rho$ and $f=(2/e)f_{\max}$. Here that is $f=4.02\%$ and $h=0.61$ nm, about one and a half Burgers vectors. Beyond this misfit a small relative error in the cutoff is magnified in the thickness. The solution ends at $f_{\max}=5.46\%$ with $h=0.224$ nm, which is less than one Burgers vector.

The derivative describes only small changes of the cutoff, so consider finite ones as well. Halving $r_0$ at $f=1\%$ raises $h$ from $5.03$ to $6.12$ nm, by 22%. At $f=5\%$ it raises $h$ from $0.363$ to $0.690$ nm, by 90%. Extending the local power law $h\propto r_0^{S}$ to the halved cutoff would have predicted a factor $2^{2.07}\approx4.2$ at $5\%$, against the actual $1.9$. The reason is that $|S|$ falls as the cutoff shrinks and the root moves away from the divergence.

In the other direction $|S|$ grows with the cutoff, so the local power law underestimates the change. Raising $r_0$ by a quarter lowers $h$ by 7% at $f=1\%$ and by 26% at $f=4\%$. At $f=5\%$ no solution remains, because $f_{\max}\propto1/r_0$ has dropped to $4.37\%$. A modest change of an uncertain parameter has then removed the prediction altogether.

## Is large misfit itself the cause?

Dividing $h=L\ln(h/\rho)$ by $\rho$ shows that $h/\rho$ depends on $L/\rho$ alone. For given $b$ and $\nu$, $S$ therefore depends on misfit and cutoff only through the product $fr_0$. This separates two explanations. If large misfit as such produced the sensitivity, a change of cutoff could not undo it.

At $f=4\%$ and $r_0=0.1$ nm, $S=-0.99$. Keep the misfit and reduce the cutoff to $0.025$ nm. The product $fr_0$ is then the same as at $f=1\%$ with $r_0=0.1$ nm, and $S$ returns to $-0.32$. The thickness is $1.26$ nm, one quarter of $5.03$ nm, as scaling requires. Within this model, large misfit does harm by bringing the critical thickness down to a few cutoff lengths.

The comparison isolates a cause; it does not offer a remedy. The cutoff represents a real core and cannot be chosen small for convenience. Large strains also call linear elasticity into question, and a film a few atomic layers thick has no smooth continuum surface. These are separate reasons for doubt, which $S$ does not measure.

## What the cut work alone leaves out

One might hope to fix $r_0$ once, from a thick film or an atomistic core calculation, and then use it at any misfit. This requires the core contribution to remain constant as the thickness and the misfit stress change. The full cut work seems to speak against it, because expanding $\Lambda$ for large $z$ gives

$$\Lambda=\ln\frac h\rho-\frac{r_0}{2h}+\dots,$$

with a correction that varies with thickness. But the cut work is not the whole elastic energy, and the work on the tube varies too. Their sum follows from the stress that the surface adds at the line itself. Remove the line's own term $1/(h-y)$ from $\sigma_{xx}$ on the cut and set $y=h$ in the rest:

$$D\left[\frac1{2h}+\frac{2h}{(2h)^2}-\frac{4h^2}{(2h)^3}\right]=\frac{D}{2h}.$$

To place the line deeper by $dh$, the removed strip is lengthened by $dh$ and its faces are closed against this tension. If the core moves unchanged, the energy rises by

$$dE=b\,\frac{D}{2h}\,dh=A\,\frac{dh}{h}.$$

For a point-like line the energy is therefore $A\ln h$ plus a constant at every depth. The term $-r_0/(2h)$ in the cut work is cancelled by an opposite term in the tube work, and only terms of order $(r_0/h)^2$ remain. At $h=e\rho$ these amount to about $-0.002A$ for the energy outside the tube, and to $0.02$–$0.03A$ for a rigid core spread over a distance $r_0$. Within linear elasticity, and for an unchanged core, the logarithm holds to that accuracy.

It is still useful to see what happens when the tube work is forgotten and $\Lambda$ is taken as the whole energy.

The sensitivity for a general function $\Lambda(z)$ follows in the same way. From $h=L\Lambda(h/r_0)$, with $s=z\,d\Lambda/dz$,

$$d\ln h=\frac{s}{\Lambda}\,(d\ln h-d\ln r_0),\qquad S=-\frac{s}{\Lambda-s}.$$

For the pure logarithm $s=1$, and the boxed result returns. The divergence now lies where $\Lambda=s$.

At $f=1\%$ using the cut work alone changes little: $h=5.02$ nm and $S=-0.33$. At $f=4\%$ it gives $h=0.558$ nm instead of $0.615$ nm, and $S=-1.48$ instead of $-0.99$. The largest misfit with a solution drops from $5.46\%$ to $4.61\%$. At $f=5\%$, where the logarithm gives $0.363$ nm, the cut work alone has no root. The cause is visible at $h=e\rho$: the logarithm equals $1$ there, while the full $\Lambda$ is $0.79$.

These shifts come from an incomplete energy, not from a failure of the logarithm. They show that an error in the energy moves the divergence: here a deficit of $0.21A$ at $h=e\rho$ goes with a value of $f_{\max}$ that is 16% lower. A real core can introduce such an error: its structure and energy may change when the surface is only a few atomic spacings away, and a fixed $r_0$ does not describe that. The misfit gain is exposed as well: for $\nu=0.3$ about $0.28\,\sigma br_0$ of the cross term lies inside the tube, and dropping it would raise $f_{\max}$ to $6.3\%$ and change $S$ at $f=4\%$ from $-0.99$ to $-0.77$. The value of $f_{\max}$ should therefore be read as a rough mark of where the continuum estimate breaks down, not as a material limit on coherent growth.

For use in practice, $|S|$ should be evaluated together with $h$. If $|S|$ is well below one, $h\gg r_0$, and the relative uncertainty of the cutoff is small, the product of $|S|$ and that uncertainty gives a fair estimate of the error due to the cutoff alone. It refers to this equilibrium model of one edge dislocation and does not cover formation barriers, inclined Burgers vectors or islanding. The uncertainty need not be small: taking $r_0=b$ instead of $b/4$ gives $h=2.46$ nm and $S=-0.99$ already at $f=1\%$, with $f_{\max}=1.37\%$. If $|S|$ is near one or above, or the uncertainty is not small, the equation should be solved again over the plausible range of cutoffs. Should the root vanish within that range, the core and the surface have to be treated atomistically.

## Computed results

```
Burgers vector b = 0.400 nm, Poisson ratio = 0.30
cutoff r0 = 0.100 nm, effective cutoff rho = 0.0824 nm
rho/r0 = 0.8244
Logarithmic energy: f (%), L (nm), h (nm), h/rho, S
  0.5  2.4485  12.245  148.54  -0.250
  1.0  1.2243  5.034  61.07  -0.321
  2.0  0.6121  1.930  23.42  -0.464
  3.0  0.4081  1.031  12.51  -0.655
  4.0  0.3061  0.615  7.46  -0.990
  5.0  0.2449  0.363  4.40  -2.074
Changed cutoff: f (%), h (nm) for r0/2, r0, 1.25 r0
  0.5  14.326  12.245  11.557
  1.0  6.122  5.034  4.669
  2.0  2.517  1.930  1.725
  3.0  1.454  1.031  0.871
  4.0  0.965  0.615  0.454
  5.0  0.690  0.363  none
fold: f_max = 5.463 %, h = e rho = 0.2241 nm
f_max for r0/2 = 10.927 %
f_max for 1.25 r0 = 4.371 %
|S| = 1 at f = 4.020 %, h = 0.6091 nm
S at f = 1 %, r0 = 0.100 nm: -0.321
S at f = 4 %, r0 = 0.100 nm: -0.990
S at f = 4 %, r0 = 0.025 nm: -0.321
h at f = 4 %, r0 = 0.025 nm: 1.259 nm
Full cut work: f (%), h (nm), S
  1.0  5.018  -0.327
  2.0  1.907  -0.491
  4.0  0.558  -1.478
full cut work, fold: f_max = 4.610 %, h = 0.3054 nm
at h = e rho: full Lam = 0.789, logarithm = 1.000
```
